# The bismuth–cadmium eutectic from melting data: ideal liquid, immiscible solids: a program that tests the result

```python
# Eutectic of two immiscible pure solids A, B and an ideal liquid.
# Result under test: liquidus x_i(T) = exp[-(H_i/R)(1/T - 1/T_i)] and the eutectic
# temperature T_E as the unique root of F(T) = x_A + x_B = 1, with x_E = x_B(T_E).
# T_i melting point (K), H_i fusion enthalpy (J/mol), x mole fraction of B in the liquid,
# G_L molar Gibbs energy of the liquid relative to the pure solids, omega regular-liquid
# parameter, cp fusion heat-capacity change, W regular-solid parameter, S_E = sum x_i H_i/T_E.
# A = Bi, B = Cd with rough two-figure inputs. Independent roads: hull, minimisation, LP.
import itertools
import numpy as np
import sympy as sp
from scipy.constants import R, zero_Celsius
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar, linprog
from scipy.special import xlogy, gammaln

P = (540.0, 11000.0, 590.0, 6200.0)      # T_A, H_A, T_B, H_B (rough)
HALF = (5.0, 500.0, 5.0, 50.0)           # rounding half-widths
T_OBS, X_OBS, T_OBS_HALF = 420.0, 0.55, 5.0   # rough measured eutectic
TA, HA, TB, HB = P

def dg_fus(T, Tm, H, cp=0.0):
    return H*(1 - T/Tm) + cp*(T - Tm - T*np.log(T/Tm))
def g_liq(x, T, p, omega=0.0, cp=0.0):
    return ((1-x)*dg_fus(T, p[0], p[1], cp) + x*dg_fus(T, p[2], p[3], cp)
            + R*T*(xlogy(x, x) + xlogy(1-x, 1-x)) + omega*x*(1-x))
def svl(T, Tm, H):
    return np.exp(-H/R*(1/T - 1/Tm))
def F(T, p):
    return svl(T, p[0], p[1]) + svl(T, p[2], p[3])
def eut_formula(p):
    T = brentq(lambda t: F(t, p) - 1, 50.0, min(p[0], p[2]), xtol=1e-12)
    return T, svl(T, p[2], p[3])
def argmin(f, a, b):
    r = minimize_scalar(f, bounds=(a, b), method='bounded', options={'xatol': 1e-12})
    return r.x, r.fun
def liq_min(T, p, **k):
    return argmin(lambda x: g_liq(x, T, p, **k), 1e-9, 1-1e-9)
def eut_direct(p, **k):   # lowest T at which the liquid curve reaches the solid line G = 0
    T = brentq(lambda t: liq_min(t, p, **k)[1], 200.0, min(p[0], p[2]), xtol=1e-12)
    return T, liq_min(T, p, **k)[0]
def hull(T, n=20001):
    x = np.linspace(0, 1, n); g = g_liq(x, T, P)
    g[0] = min(g[0], 0.0); g[-1] = min(g[-1], 0.0)
    xs, gs, h = x.tolist(), g.tolist(), []
    for i in range(n):
        while len(h) > 1 and ((xs[h[-1]]-xs[h[-2]])*(gs[i]-gs[h[-2]])
                              - (gs[h[-1]]-gs[h[-2]])*(xs[i]-xs[h[-2]])) <= 0:
            h.pop()
        h.append(i)
    return x[h]
def lp_fractions(T, x0):  # liquid, solid A, solid B fractions minimising the total G
    x = np.linspace(0, 1, 2001)
    c = np.concatenate([g_liq(x, T, P), [0.0, 0.0]])
    A = np.vstack([np.ones(x.size+2), np.concatenate([x, [0.0, 1.0]])])
    s = linprog(c, A_eq=A, b_eq=[1.0, x0], method='highs').x
    return s[:-2].sum(), s[-2], s[-1]

# Gibbs-Helmholtz by quadrature
for cp in (0.0, 2.0, -3.0):
    q = 420*quad(lambda t: (HA + cp*(t-TA))/t**2, 420, TA)[0]
    assert abs(q - dg_fus(420.0, TA, HA, cp)) < 1e-7
# mixing entropy from exact counting; the remainder is of order ln(N)/N
N, M = 1e7, 3e6
assert abs((gammaln(N+1)-gammaln(M+1)-gammaln(N-M+1))/N
           + xlogy(.3, .3) + xlogy(.7, .7)) < 2e-6
# chemical potentials by differentiation
a, b, ga, gb, rt, om = sp.symbols('a b ga gb rt om', positive=True)
G = a*ga + b*gb + rt*(a*sp.log(a/(a+b)) + b*sp.log(b/(a+b))) + om*a*b/(a+b)
assert sp.simplify(sp.diff(G, a) - ga - rt*sp.log(a/(a+b)) - om*(b/(a+b))**2) == 0
assert sp.simplify(sp.diff(G, b) - gb - rt*sp.log(b/(a+b)) - om*(a/(a+b))**2) == 0

TE, xE = eut_formula(P); xA = 1 - xE
Td, xd = eut_direct(P)
assert abs(TE-Td) < 1e-7 and abs(xE-xd) < 1e-6
# liquidus from the convex hull (grid spacing 5e-5)
for T in (420.0, 450.0, 500.0, 530.0):
    h = hull(T)
    assert abs(h[1] - (1-svl(T, TA, HA))) < 1e-4 and abs(h[-2] - svl(T, TB, HB)) < 1e-4
h = hull(560.0)
assert h[1] < 1e-4 and abs(h[-2] - svl(560.0, TB, HB)) < 1e-4
assert len(hull(TE-0.5)) == 2 and len(hull(TE+0.5)) > 2
for T in (350.0, 400.0, 480.0):
    assert abs(liq_min(T, P)[1] + R*T*np.log(F(T, P))) < 1e-6
# uniqueness on random systems: one sign change of min_x G_L
rng = np.random.default_rng(1); xg = np.linspace(0, 1, 2001)[None, :]
for _ in range(20):
    p = (rng.uniform(400, 900), rng.uniform(5e3, 15e3), rng.uniform(400, 900), rng.uniform(5e3, 15e3))
    Tg = np.linspace(60, min(p[0], p[2]), 300)
    ch = np.flatnonzero(np.diff(np.sign(g_liq(xg, Tg[:, None], p).min(axis=1))))
    assert ch.size == 1 and Tg[ch[0]]-0.01 < eut_formula(p)[0] < Tg[ch[0]+1]+0.01
assert abs(eut_direct((600., 9e3, 600., 9e3))[0] - 1/(1/600 + R*np.log(2)/9e3)) < 1e-7
# dilute slope from the tangent through the solid-A point (error is first order in dT)
slopeA, slopeB = R*TA**2/HA, R*TB**2/HB
xt = argmin(lambda x: g_liq(x, TA-0.2, P)/x, 1e-7, 0.05)[0]
assert abs(0.2/xt/slopeA - 1) < 2e-3
x_lin = (TA - TB + slopeB)/(slopeA + slopeB); T_lin = TA - slopeA*x_lin
# latent heat, entropy, lever rule
LE = xA*HA + xE*HB; SE = LE/TE
assert abs(-(liq_min(TE+.01, P)[1] - liq_min(TE-.01, P)[1])/.02 - SE) < 1e-5
xl = 1 - svl(450.0, TA, HA); fl = 0.2/xl
lp = lp_fractions(450.0, 0.2)
assert abs(lp[0]-fl) < 2e-3 and abs(lp[1]-(1-fl)) < 2e-3 and lp[2] < 1e-9
assert lp_fractions(TE-1, 0.2)[0] < 1e-9 and lp_fractions(TE+1, 0.2)[0] > 0.3
# sensitivities against finite differences of the direct road
sens = (xA*HA*TE/(TA**2*SE), xA*(1-TE/TA)/SE, xE*HB*TE/(TB**2*SE), xE*(1-TE/TB)/SE)
for i in range(4):
    d = 1e-4*P[i]; up, dn = list(P), list(P); up[i] += d; dn[i] -= d
    fd = (eut_direct(up)[0] - eut_direct(dn)[0])/(2*d)
    assert fd > 0 and abs(fd/sens[i] - 1) < 1e-5
lin = sum(s*w for s, w in zip(sens, HALF))
cor = np.array([eut_formula([v+s*w for v, s, w in zip(P, sg, HALF)])
                for sg in itertools.product((-1, 1), repeat=4)])
assert abs(0.5*(cor[:, 0].max()-cor[:, 0].min())/lin - 1) < 0.02
assert cor[:, 0].max() < T_OBS - T_OBS_HALF
# regular liquid
dOm = xA*xE/SE
assert abs((eut_direct(P, omega=1.)[0]-eut_direct(P, omega=-1.)[0])/2/dOm - 1) < 1e-5
oms = [brentq(lambda o: liq_min(t, P, omega=o)[1], 0, 4000, xtol=1e-10)
       for t in (T_OBS-T_OBS_HALF, T_OBS, T_OBS+T_OBS_HALF)]
To, xo = eut_direct(P, omega=oms[1])
assert oms[2] < 2*R*TE
assert abs(R*To*np.log(1-xo) + oms[1]*xo**2 + dg_fus(To, TA, HA)) < 1e-2
assert abs(R*To*np.log(xo) + oms[1]*(1-xo)**2 + dg_fus(To, TB, HB)) < 1e-2
# heat capacity
dCp = (xA*dg_fus(TE, TA, 0., 1.) + xE*dg_fus(TE, TB, 0., 1.))/SE
assert abs((eut_direct(P, cp=.01)[0]-eut_direct(P, cp=-.01)[0])/.02/dCp - 1) < 1e-5
shift_cp = eut_direct(P, cp=2.0)[0] - TE
assert shift_cp < 0
# solid solubility; the estimate drops W y^2, about 2 percent here
W = 20000.0
def sol_min(T):
    return argmin(lambda y: R*T*(xlogy(y, y)+xlogy(1-y, 1-y)) + W*y*(1-y), 1e-9, 0.5)
Ts = brentq(lambda t: liq_min(t, P)[1] - sol_min(t)[1], 300, 500, xtol=1e-12)
y = sol_min(Ts)[0]; est = R*TE*y/SE
assert Ts > TE and abs(est/(Ts-TE) - 1) < 0.05
# Newton step
F0 = F(400.0, P); dF0 = (svl(400., TA, HA)*HA + svl(400., TB, HB)*HB)/(R*400.**2)
assert abs((F(400.01, P)-F(399.99, P))/.02/dF0 - 1) < 1e-7
T1 = 400 - (F0-1)/dF0
assert abs(T1-TE) < 0.1

print(f"R = {R:.4f} J/(mol K)")
print(f"rough input Bi: T = {TA:.0f} +- {HALF[0]:.0f} K, H = {HA:.0f} +- {HALF[1]:.0f} J/mol")
print(f"rough input Cd: T = {TB:.0f} +- {HALF[2]:.0f} K, H = {HB:.0f} +- {HALF[3]:.0f} J/mol")
print(f"rough measured eutectic: {T_OBS:.0f} +- {T_OBS_HALF:.0f} K, x_Cd = {X_OBS:.2f}")
print(f"H/R: Bi {HA/R:.1f} K, Cd {HB/R:.1f} K")
print(f"fusion entropy: Bi {HA/TA:.2f}, Cd {HB/TB:.2f} J/(mol K)")
for T in (400., 410., 420., 450., 500., 530.):
    u, v = svl(T, TA, HA), svl(T, TB, HB)
    print(f"T = {T:.0f} K: ln x_Bi {np.log(u):.4f}, x_Bi {u:.4f}, ln x_Cd {np.log(v):.4f}, x_Cd {v:.4f}, F {u+v:.4f}")
print(f"T = 560 K: Cd branch x_Cd = {svl(560., TB, HB):.4f}")
print(f"dF/dT at 400 K = {dF0:.6f} 1/K; Newton step gives {T1:.2f} K")
print(f"T_E formula = {TE:.2f} K = {TE-zero_Celsius:.2f} C; direct minimisation {Td:.2f} K")
print(f"x_E: x_Cd = {xE:.4f}, x_Bi = {xA:.4f}; direct x_Cd = {xd:.4f}")
print(f"fusion G at T_E: Bi {dg_fus(TE, TA, HA):.1f}, Cd {dg_fus(TE, TB, HB):.1f} J/mol; R T_E = {R*TE:.1f} J/mol")
print(f"depression: T_Bi - T_E = {TA-TE:.1f} K, T_Cd - T_E = {TB-TE:.1f} K")
print(f"dilute slopes R T^2/H: Bi {slopeA:.1f} K, Cd {slopeB:.1f} K")
print(f"straight lines cross at {T_lin:.1f} K, x_Cd = {x_lin:.3f}; error {T_lin-TE:+.1f} K")
print(f"L_E = {LE:.0f} J/mol, S_E = {SE:.3f} J/(mol K)")
print(f"450 K, overall x_Cd 0.20: liquid x_Cd {xl:.4f}, liquid fraction {fl:.4f} (LP {lp[0]:.3f}), solid Bi {1-fl:.4f}")
print(f"just above T_E, overall x_Cd 0.20: liquid fraction {0.2/xE:.4f}")
print(f"dT_E/dT_Bi = {sens[0]:.4f}, dT_E/dT_Cd = {sens[2]:.4f}")
print(f"dT_E/dH_Bi = {sens[1]:.6f}, dT_E/dH_Cd = {sens[3]:.6f} K mol/J")
print("rounding terms (T_Bi, H_Bi, T_Cd, H_Cd): " + ", ".join(f"{s*w:.2f}" for s, w in zip(sens, HALF)) + f" K; sum {lin:.2f} K")
print(f"corner range T_E: {cor[:, 0].min():.1f} to {cor[:, 0].max():.1f} K")
print(f"corner range x_Cd: {cor[:, 1].min():.3f} to {cor[:, 1].max():.3f}")
print(f"gap rough measured - ideal: {T_OBS-TE:.1f} K ({100*(T_OBS-TE)/T_OBS:.1f} %), x_Cd {X_OBS-xE:+.3f}")
print(f"combined rounding {lin+T_OBS_HALF:.1f} K")
print(f"dT_E/dOmega = {dOm:.5f} K mol/J; linear Omega for gap {(T_OBS-TE)/dOm:.0f} J/mol")
print(f"Omega for T_E = 415, 420, 425 K: {oms[0]:.0f}, {oms[1]:.0f}, {oms[2]:.0f} J/mol")
print(f"with Omega for 420 K: x_Cd = {xo:.4f}, Omega x(1-x) = {oms[1]*xo*(1-xo):.0f} J/mol, 2RT = {2*R*To:.0f} J/mol")
print(f"dT_E/dCp = {dCp:.4f} K per J/(mol K); model cp = 2: linear {2*dCp:.2f} K, full {shift_cp:.2f} K")
print(f"model solid W = {W:.0f} J/mol: y = {y:.5f}, shift {Ts-TE:.3f} K, estimate {est:.3f} K")
print("OK")
```

Running it gives:

```
R = 8.3145 J/(mol K)
rough input Bi: T = 540 +- 5 K, H = 11000 +- 500 J/mol
rough input Cd: T = 590 +- 5 K, H = 6200 +- 50 J/mol
rough measured eutectic: 420 +- 5 K, x_Cd = 0.55
H/R: Bi 1323.0 K, Cd 745.7 K
fusion entropy: Bi 20.37, Cd 10.51 J/(mol K)
T = 400 K: ln x_Bi -0.8575, x_Bi 0.4242, ln x_Cd -0.6003, x_Cd 0.5486, F 0.9728
T = 410 K: ln x_Bi -0.7768, x_Bi 0.4599, ln x_Cd -0.5549, x_Cd 0.5741, F 1.0340
T = 420 K: ln x_Bi -0.7000, x_Bi 0.4966, ln x_Cd -0.5116, x_Cd 0.5996, F 1.0961
T = 450 K: ln x_Bi -0.4900, x_Bi 0.6126, ln x_Cd -0.3932, x_Cd 0.6749, F 1.2875
T = 500 K: ln x_Bi -0.1960, x_Bi 0.8220, ln x_Cd -0.2275, x_Cd 0.7965, F 1.6185
T = 530 K: ln x_Bi -0.0462, x_Bi 0.9548, ln x_Cd -0.1431, x_Cd 0.8667, F 1.8215
T = 560 K: Cd branch x_Cd = 0.9345
dF/dT at 400 K = 0.006065 1/K; Newton step gives 404.48 K
T_E formula = 404.46 K = 131.31 C; direct minimisation 404.46 K
x_E: x_Cd = 0.5600, x_Bi = 0.4400; direct x_Cd = 0.5600
fusion G at T_E: Bi 2761.0, Cd 1949.7 J/mol; R T_E = 3362.9 J/mol
depression: T_Bi - T_E = 135.5 K, T_Cd - T_E = 185.5 K
dilute slopes R T^2/H: Bi 220.4 K, Cd 466.8 K
straight lines cross at 406.3 K, x_Cd = 0.607; error +1.9 K
L_E = 8312 J/mol, S_E = 20.551 J/(mol K)
450 K, overall x_Cd 0.20: liquid x_Cd 0.3874, liquid fraction 0.5163 (LP 0.516), solid Bi 0.4837
just above T_E, overall x_Cd 0.20: liquid fraction 0.3571
dT_E/dT_Bi = 0.3267, dT_E/dT_Cd = 0.1963
dT_E/dH_Bi = 0.005374, dT_E/dH_Cd = 0.008570 K mol/J
rounding terms (T_Bi, H_Bi, T_Cd, H_Cd): 1.63, 2.69, 0.98, 0.43 K; sum 5.73 K
corner range T_E: 398.7 to 410.1 K
corner range x_Cd: 0.544 to 0.576
gap rough measured - ideal: 15.5 K (3.7 %), x_Cd -0.010
combined rounding 10.7 K
dT_E/dOmega = 0.01199 K mol/J; linear Omega for gap 1296 J/mol
Omega for T_E = 415, 420, 425 K: 879, 1296, 1713 J/mol
with Omega for 420 K: x_Cd = 0.5575, Omega x(1-x) = 320 J/mol, 2RT = 6984 J/mol
dT_E/dCp = -1.2938 K per J/(mol K); model cp = 2: linear -2.59 K, full -2.68 K
model solid W = 20000 J/mol: y = 0.00271, shift 0.437 K, estimate 0.443 K
OK
```
